# The cylindrically truncated Coulomb kernel for wires and its logarithmic divergence, part 3

A wire along $z$ with period $a$ is repeated on a square lateral lattice of side $L$ with vectors $\mathbf T$; the cell volume is $\Omega=aL^2$. The Coulomb interaction is switched off at lateral separations beyond $R$, and its transform is the kernel $v$. Hartree atomic units are used, with lengths in bohr. Positions are $\mathbf r=(\boldsymbol\rho,z)$ and wave vectors $\mathbf G=(\mathbf p,G_z)$, with $p=|\mathbf p|$ and $k=|G_z|$. For the charge $n$ of one cell,

$$V(\mathbf r)=\frac1\Omega\sum_{\mathbf G}v(\mathbf G)\,n(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad E=\frac1{2\Omega}\sum_{\mathbf G}v(\mathbf G)\,|n(\mathbf G)|^2, \tag{2}$$

$$v(p,k)=\frac{4\pi}{p^2+k^2}\Big[1+pR\,J_1(pR)K_0(kR)-kR\,J_0(pR)K_1(kR)\Big],\qquad k>0. \tag{8}$$

For small $k$, with $\rho_0$ an arbitrary length, $\gamma$ Euler's constant and $C=-\ln(k\rho_0/2)-\gamma$,

$$v(p,k)=v_0(p;\rho_0)+2C\,D(p)+\pi k^2\!\int_0^R\!\rho^3J_0(p\rho)\Big[1-\gamma-\ln\frac{k\rho}2\Big]d\rho+O(k^4\ln k), \tag{12}$$

where $D$ is the transform of the disc $\theta(R-\rho)$ and

$$v_0(p;\rho_0)=\frac{4\pi}{p^2}\Big[1-J_0(pR)-pR\,J_1(pR)\ln\frac R{\rho_0}\Big]. \tag{10}$$

The plane $k=0$ uses $v_0$ as its kernel. Cutting the interaction also at $|z|=Z$ gives $v_0$ with $\rho_0=2Z$ there, up to $O(Z^{-2})$.

Let $N(\boldsymbol\rho)=\int n\,dz$, let $Q$ be the charge per cell and $w$ the lateral diameter of the charge. Then

$$\frac{dE}{d\ln\rho_0}=\frac1a\sum_{\mathbf T}\iint N(\boldsymbol\rho)N(\boldsymbol\rho')\,\theta(R-|\boldsymbol\rho-\boldsymbol\rho'-\mathbf T|)\,d^2\rho\,d^2\rho', \tag{16}$$

$$\frac{dV(\mathbf r)}{d\ln\rho_0}=\frac2a\sum_{\mathbf T}\int N(\boldsymbol\rho')\,\theta(R-|\boldsymbol\rho-\boldsymbol\rho'-\mathbf T|)\,d^2\rho'. \tag{17}$$

Under the condition

$$w\le R\le L-w, \tag{18}$$

the slope of the energy is

$$\frac{dE}{d\ln\rho_0}=\frac{Q^2}a, \tag{19}$$

and the charges interact through $F(\rho,z)=\frac1a\sum_{G_z}e^{iG_zz}A_k(\rho)$, with $A_k=2K_0(k\rho)$ for $k>0$ and $A_0=-2\ln(\rho/\rho_0)$. If $E_M$ is the energy from the direct sum over $2M+1$ cells,

$$E(\rho_0)=E_M-\frac{Q^2}a\ln\frac{(2M+1)a}{\rho_0}+O(M^{-2}). \tag{20}$$

For $Q=0$ the truncated energy is therefore that of the isolated infinite wire. Numerical examples now test these results.

## The zigzag chain

The model has round parameters and represents no material. The period is $a=6$, with charge $+1$ of width $\sigma_+=0.6$ at $(1,0,0)$ and charge $-1$ of width $\sigma_-=0.8$ at $(-1,0,3)$, all in bohr; $R=10$, $L=20$ and $\Omega=2400$ bohr$^3$. Each charge has density $q(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$ and transform $q\,e^{-\sigma^2G^2/2}$ times the phase of its centre. The plane-wave sums run to 12 bohr$^{-1}$ along each axis and the direct sums use $M=200000$. The program and its output are printed after this text.

The real-space reference needs the interaction of two Gaussians. The product of their form factors is that of one Gaussian with $\sigma_{ij}^2=\sigma_i^2+\sigma_j^2$, so the interaction is the potential of such a Gaussian at the distance of the centres. That potential is $\operatorname{erf}(r/\sqrt2\sigma)/r$, since it tends to $1/r$ and its Laplacian $\frac1r\frac{d^2}{dr^2}\operatorname{erf}(r/\sqrt2\sigma)=-\sqrt{2/\pi}\,\sigma^{-3}e^{-r^2/2\sigma^2}$ equals $-4\pi$ times the unit density. At $r=0$ it is $\sqrt{2/\pi}/\sigma$, so the self-energy contained in (2) is $\frac12q^2\sqrt{2/\pi}/(\sqrt2\sigma)=q^2/(2\sqrt\pi\sigma)$. Here $0.470158+0.352618=0.822776$ hartree. Of the total 0.480276513 hartree (13.0690 eV), the interaction part is $0.480276513-0.822776476=-0.342499963$ hartree, or $-9.3199$ eV per cell.

Gaussians have no finite diameter, so (18) holds only up to tails. The lateral separation of a point of charge $i$ from a point of charge $j$ is distributed as a two-dimensional Gaussian of width $\sigma_{ij}$ about the separation $d_{ij}$ of the centres. Equation (16) becomes $\frac1a\sum_{ij}q_iq_jP_{ij}$, where $P_{ij}$ is the weight of that Gaussian and its images inside the disc. The weight farther than $b$ from the centre of such a Gaussian is $e^{-b^2/2\sigma_{ij}^2}$. For the unlike pair $\sigma_{+-}=1$ and $d=2$, so the margin is $b=8$ both for leaving the disc and for the nearest image, at distance 18, to enter it; each violation is bounded by $e^{-32}\approx10^{-14}$. For the wider like pair, $\sigma_{--}^2=1.28$ and $b=10$ give $e^{-39}$.

The truncated energy agrees with the direct sum for $\rho_0=1$, 10 and 1000 bohr, asserted to $10^{-9}$ hartree. The terms of $dE/d\ln\rho_0$ with $D>0$ add to $+0.147675$ hartree and those with $D<0$ to $-0.147675$ hartree, and the net is asserted to lie below $10^{-11}$ hartree. The cancellation is thus between different wave vectors of the plane. At the point $(0,1,0.7)$ bohr the potential is 0.20636436 hartree per unit charge by both routes, asserted for $\rho_0=1$ and 1000 bohr.

At $(8.5,0,0)$ bohr the direct sum gives 0.078923. Most of this is the $k=0$ term of $F$ for two opposite line charges at distances 7.5 and 9.5, $\frac26\ln(9.5/7.5)=0.078796$, the rest belonging to $k>0$. The truncated kernel with $\rho_0=1$ bohr gives 0.050082, too low by 37% of the direct value. The slope in $\ln\rho_0$ is 0.008770 both from the $G$ sum and from (17), which means a net charge of only $0.008770\times3=0.0263$ in the disc. The smallness is a near cancellation. The positive charge lies 2.5 bohr, about four widths, inside the rim and counts almost fully. The negative charge is centred 0.5 bohr inside the rim, and its image at $x=19$ is centred 0.5 bohr outside. For a straight rim their weights would add to exactly one and the disc would be neutral. A transverse displacement $y$ increases the distance by about $y^2/2R$, on average $\sigma_-^2/2R=0.032$ bohr, which lowers each weight by this shift times the radial density at the rim, $(2\pi)^{-1/2}e^{-(0.5/0.8)^2/2}/0.8=0.410$ bohr$^{-1}$. The estimate $2\times0.032\times0.410=0.026$ reproduces the net charge at leading order in $\sigma_-/R$. The 37% is tied to $\rho_0=1$ bohr: at $\rho_0=R$ the truncated value is $0.050082+0.008770\ln10=0.0703$, low by 11%, an error of about one slope. A small slope is nevertheless no guarantee that the potential is correct. At the cell boundary $(10,0,0)$ the disc holds the positive charge and the image of the negative one, both centred 9 bohr away. Their charges and their logarithms nearly cancel, so the slope is small and the truncated potential is close to zero for $\rho_0$ of order $R$, whereas the isolated wire gives about $\frac26\ln(11/9)=0.067$.

Two neutral cases violate (18). With $R=3$, $L=20$ the disc is too small. The like pairs have $P_{++}=1-e^{-9/1.44}=0.9981$ and $P_{--}=1-e^{-9/2.56}=0.9703$. The slope 0.066177 hartree, found equal by the $G$ sum and by (16), corresponds to $P_{++}+P_{--}-2P_{+-}=6\times0.066177=0.3971$, hence $P_{+-}=0.786$: about a fifth of the unlike-pair weight lies beyond the cutoff while the like pairs are counted almost fully. The energy at $\rho_0=1$ bohr is 0.085142 hartree below the reference. With $R=10$, $L=12$ the disc reaches the images. The unlike image at distance $12-2=10$ sits on the rim, and a weight of one half for each of the two ordered pairs would give a slope of $-1/6=-0.167$ hartree. The full sum (16), with the curvature of the rim and the tails of the other images, gives $-0.140556$, equal to the $G$ sum. The energy at $\rho_0=1$ bohr is 0.311246 hartree above the reference. In both cases the quoted energy error is tied to the chosen $\rho_0$ and can be given any value by changing it.

Reducing the negative charge to $-0.5$ gives $Q=0.5$ and a slope $Q^2/a=0.25/6=0.04166667$ hartree, which the $G$ sum reproduces. From $E(\rho_0=1)=0.30757551$, equation (20) with $(2M+1)a=2400006$ bohr predicts $0.30757551+\ln(2400006)/24=0.30757551+0.61212425=0.9196998$, and both the plane-wave sum at that $\rho_0$ and the direct sum give 0.919699749 hartree.

A straight chain isolates formula (8). With equal widths 0.6 and both centres on the axis, $N=0$ and the plane $k=0$ contributes nothing. For point charges alternating at spacing $d$, each charge sees the potential $\mp\frac2d(1-\frac12+\frac13-\dots)$, so the energy per pair is $-2\ln2/d$. For $a=10$, $d=5$ the plane-wave energy less the self-energies is $-0.277258871$ hartree, and multiplication by $-5$ gives 1.38629435 against $2\ln2=1.38629436$, asserted to agree within $5\times10^{-8}$, a margin that allows for the slight overlap of neighbouring Gaussians.

## The error that the truncation removes

The untruncated alternative uses $4\pi/G^2$ with the $G=0$ term omitted. For $k>0$ this is the $R\to\infty$ limit of (8), the transform of $2K_0(k\rho)$ over the whole plane, so the images interact through $K_0$ of $k$ times their separation, which is exponentially small for $2\pi(L-w)/a\gg1$. On the plane $k=0$ the lateral kernel is $\phi(\boldsymbol\rho)=L^{-2}\sum_{\mathbf p\ne0}(4\pi/p^2)e^{i\mathbf p\cdot\boldsymbol\rho}$. Its Laplacian is $-4\pi L^{-2}\sum_{\mathbf p\ne0}e^{i\mathbf p\cdot\boldsymbol\rho}=-4\pi\sum_{\mathbf T}\delta(\boldsymbol\rho-\mathbf T)+4\pi/L^2$. Since $\nabla^2(-2\ln\rho)=-4\pi\delta$ and $\nabla^2\rho^2=4$ in two dimensions, for $\rho<L$

$$\phi=-2\ln\rho+\frac{\pi\rho^2}{L^2}+h,$$

with $h$ harmonic. With $\zeta=x+iy$, the fourfold rotation and the mirror symmetry of the square lattice restrict it to $h=c_0+c_4\operatorname{Re}\zeta^4+c_8\operatorname{Re}\zeta^8+\dots$

To find $c_4$, use $\partial_\zeta\partial_{\bar\zeta}=\nabla^2/4$. Off the lattice $\partial_{\bar\zeta}\partial_\zeta\phi$ is constant, so $\partial_\zeta^3\phi$ is holomorphic there. It is periodic, and from $-2\ln\rho=-\ln\zeta-\ln\bar\zeta$ it has the pole $-2/\zeta^3$ at the origin and likewise at each lattice point $T$, now a complex number. The absolutely convergent sum $-2\sum_T(\zeta-T)^{-3}$ is periodic with the same poles. The difference is entire and bounded, hence constant by Liouville's theorem, and it is odd in $\zeta$, hence zero. The part regular at the origin is $2\sum_{T\ne0}T^{-3}(1-\zeta/T)^{-3}=6\zeta\sum_{T\ne0}T^{-4}+O(\zeta^5)$, where the sums of powers not divisible by four vanish by symmetry. On the other side $\partial_\zeta^3[c_4(\zeta^4+\bar\zeta^4)/2]=12c_4\zeta$, and $\pi\zeta\bar\zeta/L^2$ contributes nothing. So $c_4=g_4/2L^4$ with $g_4=\sum'(m+in)^{-4}$ over nonzero integer pairs; the lattice sum gives $g_4=3.1512$.

The bulk energy exceeds the isolated one by $\frac1{2a}\sum_{ij}q_iq_j\langle\pi\rho^2/L^2+h\rangle_{ij}$, averaged over the Gaussian distribution of separations, the constants dropping out for $Q=0$. A harmonic function averaged over circles returns its value at the centre, up to tails that reach $\rho=L$. The quadratic term averages to $d_{ij}^2+2\sigma_{ij}^2$, and $\sum_{ij}q_iq_j(\sigma_i^2+\sigma_j^2)=2Q\sum_iq_i\sigma_i^2=0$. Only the two ordered unlike pairs remain, with $q_iq_j=-1$ and $\zeta=\pm s$, $s=2$ bohr:

$$E_{\rm iso}-E_{\rm bulk}=\frac1a\Big[\frac{\pi s^2}{L^2}+\frac{g_4s^4}{2L^4}\Big]+O(L^{-8})+O\big(e^{-2\pi(L-s)/a}\big). \tag{21}$$

For a general neutral cell $\sum_{ij}q_iq_j|\boldsymbol\rho_i-\boldsymbol\rho_j|^2=-2|\mathbf d_\perp|^2$, with $\mathbf d_\perp=\sum_iq_i\boldsymbol\rho_i$ the transverse dipole per cell, so on a square lattice the leading error is $\pi|\mathbf d_\perp|^2/\Omega$.

For $L=20$ the first term is $4\pi/2400=5.235988\times10^{-3}$ and the second is $3.1512\times16/(12\times160000)=2.6260\times10^{-5}$ hartree. Their sum, $5.262248\times10^{-3}$, equals the computed difference $0.480276513-0.475014266$, asserted to $5\times10^{-8}$ hartree. This is 0.143 eV, or 1.5% of the interaction energy. For $L=30$ the terms are $2.327106\times10^{-3}$ and $5.187\times10^{-6}$, with sum and computed difference $2.332293\times10^{-3}$ hartree, or 0.0635 eV. Enlarging the cell area by a factor 2.25 lowers the error by a factor 2.26, the algebraic $L^{-2}$ law with its small $L^{-4}$ correction, whereas the truncated kernel at $L=20$ agrees with the direct sum within the asserted $10^{-9}$ hartree.

## Numbers as computed

```
a = 6.0 bohr, L = 20.0 bohr, R = 10.0 bohr, Omega = 2400 bohr^3
charges: +1 (sigma 0.6) at (1,0,0); -1 (sigma 0.8) at (-1,0,3) bohr
Gmax per axis = 12.0 1/bohr; real-space cells 2M+1, M = 200000
p=0.5, k=0.20000 1/bohr: v = 37.401556, 4pi/G^2 = 43.332312, deficit 5.9308e+00 bohr^2
p=0.5, k=1.04720 1/bohr: v = 9.331799, 4pi/G^2 = 9.331768, deficit -3.1242e-05 bohr^2
p=0.0, k=1e-3: v = 3280.56185, v0(rho0=1) = -1132.59762 bohr^2
   D = 314.15927, remainder = 4.6897e-02, predicted 4.6897e-02 bohr^2
   v0(rho0=R) = 314.15927 bohr^2
p=0.5, k=1e-3: v = -329.50681, v0(rho0=1) = 248.76342 bohr^2
   D = -41.16481, remainder = -1.2788e-02, predicted -1.2788e-02 bohr^2
   v0(rho0=R) = 59.19247 bohr^2
C(k=1e-3 1/bohr, rho0=1 bohr) = 7.023687
cylinder Z=1000 bohr, p=0.5: -377.01814; v0(rho0=2Z) = -377.01597 bohr^2
real-space E = 0.480276513 Ha = 13.068990 eV per cell
self part = 0.822776476 Ha; interaction = -0.342499963 Ha = -9.319899 eV
truncated E(rho0=1 bohr) = 0.480276513 Ha
truncated E(rho0=10 bohr) = 0.480276513 Ha
truncated E(rho0=1000 bohr) = 0.480276513 Ha
dE/dln(rho0) terms: positive 0.147675, negative -0.147675, net 3.3e-16 Ha
V(0,1,0.7): real 0.20636436, truncated 0.20636436 Ha/e
V(8.5,0,0): real 0.078923, truncated rho0=1 0.050082 Ha/e
   dV/dln(rho0): G sum 0.008770, disc charge 0.008770 Ha/e
L=20, R=3 bohr: slope G sum 0.066177, real 0.066177; E-Eref -0.085142 Ha
L=12, R=10 bohr: slope G sum -0.140556, real -0.140556; E-Eref 0.311246 Ha
charged (+1,-0.5): Q = 0.5 e, slope 0.04166667, Q^2/a 0.04166667 Ha
   E(rho0=1) = 0.30757551 Ha; rho0=(2M+1)a = 2400006 bohr
   E(rho0=(2M+1)a) = 0.919699749, direct sum = 0.919699749 Ha
g4 (square lattice sum) = 3.1512
L=20 bohr: E_bulk = 0.475014266, E_iso-E_bulk = 5.262248e-03 Ha = 0.14319 eV
   dipole term 5.235988e-03, g4 term 2.6260e-05 Ha
L=30 bohr: E_bulk = 0.477944220, E_iso-E_bulk = 2.332293e-03 Ha = 0.06346 eV
   dipole term 2.327106e-03, g4 term 5.1872e-06 Ha
linear chain a=10, d=5, sigma=0.6 bohr: interaction -0.277258871 Ha
   Madelung constant 1.38629435, 2 ln 2 = 1.38629436
```
